Dispersive Shift of a Two-Level Atom and a Transmon

A resonator of angular frequency ω_r is coupled with strength g to a qubit of angular frequency ω_q, and the detuning Δ = ω_q − ω_r is large compared with g. The two then exchange almost no energy, but the resonator frequency depends on the state of the qubit. Let χ be half the difference between the resonator frequency with the qubit in state 1 and that with the qubit in state 0. To second order in g and in the rotating-wave approximation, which requires |Δ| ≪ ω_q + ω_r,

χ = g²/Δ  (two-level atom),

χ = −g²E_c/[Δ(Δ − E_c)]  (transmon).

Here E_c is the charging energy divided by ħ, so every symbol is an angular frequency. The transmon has levels 0, ω_q and 2ω_q − E_c, and its upper transition couples with strength √2 g. The second formula is not the small-E_c limit of the first. It contains the first as the limit E_c → ∞, and it vanishes for E_c → 0. The transmon formula also requires |Δ − E_c| to be large compared with g. When E_c ≪ |Δ| the shift is reduced, because the third level nearly cancels the two-level result.

The transmon's level scheme comes from its circuit Hamiltonian

H_circuit = ħ(4E_c n² − E_J cos φ), [φ, n] = i,

where n counts Cooper pairs, φ is the junction phase and E_J is the Josephson energy divided by ħ. For E_J ≫ E_c the phase stays near zero, and apart from a constant −E_J cos φ ≈ E_J φ²/2 − E_J φ⁴/24. Write φ = s(b + b†) and n = (i/2s)(b† − b), which satisfies the commutator because [b + b†, b† − b] = 2. The quadratic part becomes

−(E_c/s²)(b† − b)² + (E_J s²/2)(b + b†)².

The terms in b² and b†² cancel if E_c/s² = E_J s²/2, that is, s⁴ = 2E_c/E_J. What remains is 2E_J s²(b†b + ½) = ω_p(b†b + ½), with the plasma frequency ω_p = √(8E_J E_c). The quartic part is −(E_J s⁴/24)(b + b†)⁴ = −(E_c/12)(b + b†)⁴.

Its first-order effect needs the diagonal element of (b + b†)⁴, which is the squared norm of

(b + b†)²|j⟩ = √((j+1)(j+2)) |j+2⟩ + (2j+1)|j⟩ + √(j(j−1)) |j−2⟩,

namely (j+1)(j+2) + (2j+1)² + j(j−1) = 6j² + 6j + 3. Levels 0, 1 and 2 therefore move by −E_c/4, −5E_c/4 and −13E_c/4, and

ω_1 − ω_0 = ω_p − E_c = ω_q, ω_2 − ω_1 = ω_p − 2E_c = ω_q − E_c.

The resonator field couples to the charge n, whose element between j and j+1 is proportional to √(j+1) at leading order. This gives the couplings g_0 = g and g_1 = √2 g.

Both systems are covered by H = H₀ + V with

H₀ = ħω_r a†a + ħ Σ_j ω_j |j⟩⟨j|,

V = ħ Σ_j g_j (X_j + X_j†), X_j = a|j+1⟩⟨j|.

The operator X_j absorbs a photon and raises the qubit by one level. Terms that create or destroy two excitations together have been dropped; this is the rotating-wave approximation. With only levels 0 and 1, H is the Jaynes-Cummings model.

To remove V at first order, transform with an anti-Hermitian S of order g:

e^S H e^(−S) = H₀ + V + [S, H₀] + [S, V] + ½[S, [S, H₀]] + O(g³).

If [S, H₀] = −V, the first-order terms cancel and the last double commutator equals −½[S, V], so that

H′ = H₀ + ½[S, V] + O(g³).

The operator X_j changes the bare energy by ħΔ_j, where Δ_j = ω_{j+1} − ω_j − ω_r. Hence [X_j, H₀] = −ħΔ_j X_j and [X_j†, H₀] = +ħΔ_j X_j†, and the required generator is

S = Σ_j (g_j/Δ_j)(X_j − X_j†).

Its coefficients show when the method works: since a acts on n photons with size √n, we need g_j√n ≪ |Δ_j|.

In the commutator [S, V], the terms with equal indices give

½(g_j/Δ_j) ħg_j [X_j − X_j†, X_j + X_j†] = ħ(g_j²/Δ_j)[X_j, X_j†].

Now X_j X_j† = aa†|j+1⟩⟨j+1| and X_j†X_j = a†a|j⟩⟨j|. With χ_j = g_j²/Δ_j and aa† = a†a + 1, the diagonal part of the second-order Hamiltonian is

ħ Σ_j χ_j [(a†a + 1)|j+1⟩⟨j+1| − a†a|j⟩⟨j|].

Each transition pushes its two coupled states apart, which explains the opposite signs. The extra 1 is a shift that remains in the absence of photons.

For two levels there is one term, with χ_0 = g²/Δ. Putting σ_z = |1⟩⟨1| − |0⟩⟨0| and |1⟩⟨1| = (1 + σ_z)/2 gives, apart from a constant,

H′ = ħ(ω_r + χσ_z)a†a + ½ħ(ω_q + χ)σ_z, χ = g²/Δ.

The resonator frequency is ω_r + χ in the upper state and ω_r − χ in the lower one, and the qubit frequency without photons is ω_q + χ.

For the transmon, state 1 takes part in two transitions. Collecting the coefficients of a†a gives

resonator frequency in state 0: ω_r − χ_0,

resonator frequency in state 1: ω_r + χ_0 − χ_1,

with Δ_0 = Δ, Δ_1 = Δ − E_c, χ_0 = g²/Δ and χ_1 = 2g²/(Δ − E_c). Half the difference is

χ = χ_0 − χ_1/2 = g²/Δ − g²/(Δ − E_c)

= g²[(Δ − E_c) − Δ]/[Δ(Δ − E_c)]

= −g²E_c/[Δ(Δ − E_c)].

Half the sum is ω_r − χ_1/2 = ω_r − g²/(Δ − E_c). Within levels 0 and 1 the diagonal Hamiltonian is therefore, up to a constant,

H′ = ħ[ω_r − g²/(Δ − E_c) + χσ_z]a†a + ½ħ(ω_q + g²/Δ)σ_z.

The photon-free qubit shift is still g²/Δ, whereas the state-dependent resonator shift has changed. The two quantities coincide for a two-level atom but not for a transmon. A fourth level would add ħχ_2[(a†a + 1)|3⟩⟨3| − a†a|2⟩⟨2|] to the diagonal part, which leaves the diagonal second-order shifts of states 0 and 1 untouched. It also brings a two-photon term acting on state 1, described below.

The limits show what the third level does. If E_c → ∞ at fixed Δ and g, the upper transition is far from resonance, χ_1 vanishes and χ → g²/Δ. This is a limit of the three-level formula, not a regime of a real transmon. If E_c → 0, the qubit becomes a harmonic oscillator. Two linearly coupled oscillators are equivalent to two independent normal modes, so the frequency of one cannot depend on the occupation of the other, and χ must vanish. For E_c ≪ |Δ| the shift is χ ≈ −g²E_c/Δ², smaller in size than the two-level value by the factor E_c/|Δ|.

The sign also depends on Δ in a different way, and the two shifts have opposite signs only for Δ > E_c. The two-level shift has the sign of Δ. The transmon formula is negative both for Δ < 0 and for Δ > E_c, since Δ(Δ − E_c) is positive there. In the straddling range 0 < Δ < E_c the resonator lies between the two transition frequencies, the two contributions add, and χ is positive. For Δ/2π = 75 MHz, E_c/2π = 250 MHz and g/2π = 1 MHz the formula gives −250/[75 × (−175)] MHz = 19.05 kHz, and diagonalization of the coupled model gives 19.04 kHz.

The terms of [S, V] with unequal indices have not yet been treated. Products such as X_0X_1† and X_1†X_0 vanish because their level indices do not match, and so does X_0X_1. The product X_1X_0 = a²|2⟩⟨0| survives. Its coefficient in ½[S, V] is

½ħg_0g_1(1/Δ_1 − 1/Δ_0) = (ħg²/√2) E_c/[Δ(Δ − E_c)] = −ħχ/√2.

The second-order Hamiltonian thus also contains −(ħχ/√2)(a²|2⟩⟨0| + a†²|0⟩⟨2|), which exchanges two photons for two qubit excitations. The bare energies of |0,n⟩ and |2,n−2⟩, with the photon number written second, differ by ħ(2Δ − E_c). The term can be neglected if

|χ|√(n(n−1)/2) ≪ |2Δ − E_c|.

This fails near Δ = E_c/2, inside the straddling range. At that point χ_1 = −2χ_0, so the diagonal shifts −2χ_0 of |0,2⟩ and χ_1 of |2,0⟩ are equal. The two states remain degenerate until the exchange term, whose matrix element is −ħχ, splits them by 2|χ|. For Δ/2π = 125 MHz and g/2π = 1 MHz this predicts 32.00 kHz, and diagonalization gives 31.99 kHz.

A fourth level at 3ω_q − 3E_c, with g_2 = √3 g, adds in the same way the product X_2X_1 = a²|3⟩⟨1| with coefficient ½ħg_1g_2(1/Δ_2 − 1/Δ_1). It couples |1,n⟩ to |3,n−2⟩, whose bare energies differ by ħ(2Δ − 3E_c), so with two or more photons a second failure occurs near Δ = 3E_c/2, outside the straddling range. There |1,2⟩ and |3,0⟩ are split by 8√3 g²/E_c, which is 55.4 kHz for g/2π = 1 MHz and E_c/2π = 250 MHz.

The error of the second-order formula can be found for the step from zero to one photon. The total excitation number, photons plus qubit level, is conserved. Let E(j,n) be the dressed energy, divided by ħ, that grows out of |j,n⟩. Then

2χ = [E(1,1) − E(1,0)] − [E(0,1) − E(0,0)].

We have E(0,0) = 0, and the trace of the one-excitation block gives E(1,0) + E(0,1) = ω_q + ω_r. Therefore 2χ = x, where x = E(1,1) − ω_q − ω_r is the displacement of the state |1,1⟩. That state couples with strength √2 g to |0,2⟩, which lies at −Δ relative to it, and with strength √2 g to |2,0⟩, which lies at Δ − E_c. Eliminating the amplitudes of these two states from the eigenvalue equation gives

x = 2g²/(x + Δ) + 2g²/[x − (Δ − E_c)].

Setting x = 0 on the right returns x₁ = 2g²[1/Δ − 1/(Δ − E_c)], twice the second-order shift. Expanding the right side to first order in x and inserting x₁ there gives

x ≈ x₁{1 − 2g²[1/Δ² + 1/(Δ − E_c)²]}.

The braces contain the relative correction to χ. For the two-level atom the state |2,0⟩ is absent, and the correction is −2g²/Δ². No level above 2 enters a block with two excitations, so the three-level truncation costs nothing in this step.

As an example, take the round model parameters E_c/2π = 0.25 GHz, E_J/2π = 12.5 GHz, ω_r/2π = 6 GHz and g/2π = 0.1 GHz. Then

ω_p/2π = √(8 × 12.5 × 0.25) GHz = 5 GHz,

ω_q/2π = 5 − 0.25 = 4.75 GHz,

Δ/2π = −1.25 GHz, (Δ − E_c)/2π = −1.5 GHz.

The expansion parameter |g/Δ| is 0.08. The two contributions are

χ_0/2π = 0.01/(−1.25) GHz = −8.00 MHz,

χ_1/2π = 0.02/(−1.5) GHz = −13.33 MHz.

A two-level atom would have χ/2π = −8.00 MHz. For the transmon,

χ/2π = −8.00 + 13.33/2 = −1.33 MHz,

one sixth of the two-level value. As an energy, ħχ = −5.51 neV. The resonator lies at 6.0080 GHz in state 0 and at 6.0053 GHz in state 1. Both frequencies are above the bare 6 GHz, whereas a two-level atom would move the resonator in opposite directions in its two states.

Diagonalization of the rotating-wave Hamiltonian gives −7.90 MHz for the two-level atom and −1.305 MHz for the transmon. The latter is 2.12 % smaller in size than the second-order value. The correction derived above predicts −0.02 × (1/1.25² + 1/1.5²) = −2.17 %, and the small remainder is of higher order in g. The counter-rotating terms dropped from V are a separate source of error, because here |Δ|/Σ = 0.116 with Σ = ω_q + ω_r. At second order they couple |0,n⟩ to |1,n+1⟩ and |1,n⟩ to |2,n+1⟩. For the two-level atom they add g²/Σ to χ, a relative change of Δ/Σ = −12 %. For the three-level ladder they add g²/Σ − g²/(Σ − E_c) = −g²E_c/[Σ(Σ − E_c)], which enlarges |χ| by 1.7 %. In both cases they lower the resonator frequency in state 0 by g²/Σ, about 0.9 MHz after division by 2π.

These figures belong to the ladder model with g_1 = √2 g. The cosine potential changes the ratio g_1/g_0 slightly, and since χ is a difference of two nearly equal terms, it is sensitive to that change. The quartic term mixes |j+2⟩ into |j⟩. Its matrix element follows from the action of (b + b†)² given earlier, and division by the energy difference −2ω_p gives the amplitude

c_j = (E_c/24ω_p)(4j + 6)√((j+1)(j+2)).

The opposite admixture, of |j⟩ into |j+2⟩, has amplitude −c_j. Admixtures that change j by four do not affect the nearest-level charge element at this order. To first order in E_c/ω_p, the element of b† − b between the corrected states j and j+1 is

M_j = √(j+1) − c_j√(j+2) + c_{j−1}√j.

With c_0 = 6√2 E_c/(24ω_p) and c_1 = 10√6 E_c/(24ω_p), this gives

M_0 = 1 − E_c/(2ω_p), M_1 = √2(1 − E_c/ω_p),

g_1²/g_0² = M_1²/M_0² ≈ 2(1 − E_c/ω_p).

Let A be the circuit's own anharmonicity, ω_1 − ω_0 minus ω_2 − ω_1, which tends to E_c for E_J ≫ E_c. Keeping g as the actual 0-1 coupling, we obtain

χ ≈ g²/Δ − g²(1 − E_c/ω_p)/(Δ − A)

= −g²A/[Δ(Δ − A)] + g²E_c/[ω_p(Δ − A)].

The last term divided by the one before it is −(E_c/A)(Δ/ω_p) ≈ −Δ/ω_p. The simple formula therefore needs |Δ| ≪ ω_p as well as g ≪ |Δ| and g ≪ |Δ − A|, even when the true anharmonicity is inserted.

A second-order sum over the levels of the cosine circuit, with the counter-rotating terms included, bears this out. The resonator is placed so that Δ = −5E_c relative to the circuit's own qubit frequency. For E_J/E_c = 12800, where −Δ/ω_p = 5/320 = 0.0156, the circuit's χ is 1.0156 times the formula with A in place of E_c. For E_J/E_c = 50, the ratio used in the example, the leading estimate is 5/20 = 0.25 and the computed factor is 1.25. So close a match is fortuitous. Keeping the factor E_c/A lowers the estimate to 0.22. The computed g_1²/g_0² = 1.877 in the three-level rotating-wave expression gives a factor 1 + (1 − 1.877/2) × 5/1.149 = 1.27, and the terms that expression omits bring it back to 1.25. At this ratio A is 1.15E_c, and relative to the formula with E_c itself the factor is 1.40. These figures are for zero offset charge; an offset of half a Cooper pair lowers A from 1.149E_c to 1.148E_c and leaves the two factors unchanged at the digits given. The upper edge of the straddling range also moves from E_c to A, so for E_c < Δ < A the circuit's χ is positive while the formula with E_c is negative. The value −1.33 MHz is thus accurate to about two percent for the ladder model, but it underestimates the size of the second-order shift of a cosine circuit with the same E_J/E_c, g and Δ. For such a circuit, χ is better computed from its actual levels and charge matrix elements. For the intermediate ratio E_J/E_c = 800 the factor is 1.06 relative to the formula with A and 1.09 relative to the formula with E_c.

Computed results

```
Ec/2pi = 0.250 GHz, EJ/2pi = 12.500 GHz
wr/2pi = 6.000 GHz, g/2pi = 0.100 GHz
plasma frequency wp/2pi = 5.0000 GHz
qubit frequency wq/2pi = 4.7500 GHz
Delta/2pi = -1.2500 GHz
(Delta-Ec)/2pi = -1.5000 GHz
|g/Delta| = 0.0800 (no unit)
chi_0/2pi = -8.0000 MHz
chi_1/2pi = -13.3333 MHz
two-level chi/2pi, formula = -8.0000 MHz
two-level chi/2pi, diagonalized = -7.9001 MHz
transmon chi/2pi, formula = -1.3333 MHz
transmon chi/2pi, diagonalized = -1.3050 MHz
transmon/two-level chi, formulas = 0.1667 (no unit)
relative deviation, diagonalized = -2.122 %
relative deviation, next order = -2.169 %
resonator, state 0, formula = 6.008000 GHz
resonator, state 0, diagonalized = 6.007949 GHz
resonator, state 1, formula = 6.005333 GHz
resonator, state 1, diagonalized = 6.005339 GHz
dressed qubit, formula = 4.742000 GHz
dressed qubit, diagonalized = 4.742051 GHz
transmon hbar*chi, formula = -5.5142 neV
straddling case: Delta/2pi = 75 MHz, g/2pi = 1 MHz, chi/2pi = 19.040 kHz
two-photon resonance: Delta/2pi = 125 MHz, g/2pi = 1 MHz
  splitting diagonalized = 31.992 kHz, 2|chi|/2pi = 32.000 kHz
Cosine circuit with Delta = -5 Ec (ratios, no unit):
EJ/Ec = 50: wp/Ec = 20.0, anharmonicity/Ec = 1.1492, (g1/g0)^2 = 1.8769
  circuit chi / formula with Ec = 1.4009, with own anharmonicity = 1.2493
EJ/Ec = 800: wp/Ec = 80.0, anharmonicity/Ec = 1.0298, (g1/g0)^2 = 1.9739
  circuit chi / formula with Ec = 1.0885, with own anharmonicity = 1.0623
EJ/Ec = 12800: wp/Ec = 320.0, anharmonicity/Ec = 1.0071, (g1/g0)^2 = 1.9937
  circuit chi / formula with Ec = 1.0216, with own anharmonicity = 1.0156
```
